# Carnot Efficiency and Vanishing Power in an Ideal Thermophotovoltaic Cell

**Q.** I am told that a good enough photovoltaic cell, lit by a hot emitter of a single colour, can work at Carnot efficiency. A cell is a diode under illumination, not a reversible engine. What is being idealized?

**A.** Five things. The emitter, at temperature $T_h$, is black in a band $[E_g,E_g+\Delta]$ and a perfect mirror at all other photon energies. The cell, at $T_c<T_h$, absorbs every photon above its gap $E_g$ and has a perfect mirror behind it. Its carriers recombine only by emitting photons. Carrier transport costs no voltage, so the quasi-Fermi levels are separated by $\mu=qV$ throughout. Finally, the two surfaces are large, parallel and separated by vacuum much wider than the wavelength, so each sees only the other and no near-field transfer occurs.

Efficiency means electrical power divided by the *net* radiative heat leaving the emitter. Light that the cell sends back is credited to the emitter. All powers below are per unit area.

**Q.** Then I need the light the cell sends back. Why should it depend on the voltage?

**A.** Because emission needs an electron and a hole, and the voltage measures their excess. Take a transition between a valence state with occupation $f_v$ and a conduction state with occupation $f_c$, at energy difference $E$. Absorption goes as $n f_v(1-f_c)$ and emission as $(n+1)f_c(1-f_v)$, where $n$ is the photon occupation. The two balance when

$$\frac{n}{n+1}=\frac{f_c}{1-f_c}\,\frac{1-f_v}{f_v}=e^{-(E-\mu)/kT_c}.$$

The last step uses Fermi functions at $T_c$ with levels separated by $\mu$. Solving for $n$ gives a Bose function with a photon chemical potential. An opaque cell emits with this occupation. With

$$n(x)=\frac1{e^x-1},\qquad x_h=\frac{E}{kT_h},\qquad x_c=\frac{E-\mu}{kT_c},$$

the emitter sends out $n(x_h)$ and the cell $n(x_c)$. This requires $\mu<E_g$; otherwise the cell would amplify light near the gap.

**Q.** And how many photons is that?

**A.** With two polarizations, vacuum has $8\pi E^2/(h^3c^3)$ modes per volume and energy. Isotropic radiation crosses a surface one way at $c/4$ times its density, so the flux per energy is $AE^2n$ with $A=2\pi/(h^3c^2)$. As a check, integrating $AE^3n(x_h)$ over all energies must give the Stefan–Boltzmann law, and it does numerically.

Write $f=n(x_h)-n(x_c)$. The net photon flux and the net heat are

$$N=A\int E^2f\,dE,\qquad Q=A\int E^3f\,dE,$$

taken over the band. Outside it, the emitter mirror returns the cell's luminescence, which is reabsorbed, so there is no net flux. With no other recombination, each net absorbed photon delivers one electron. The current is $qN$ and the power is $P=VqN=\mu N$.

**Q.** Now make the emitter monochromatic. What is the efficiency?

**A.** A strictly monochromatic line has $\Delta=0$ and carries no power at all in the far field. The useful limit is $\Delta\to0$ with power *per bandwidth* kept in view. Then $E$ is constant over the band, $Q=EN$, and for $N\ne0$

$$\eta=\frac{P}{Q}=\frac{\mu N}{EN}=\frac{\mu}{E}.$$

Raising the voltage raises the efficiency until the current stops. Since $n(x)$ decreases strictly, $f=0$ requires $x_c=x_h$:

$$\frac{E-\mu_{oc}}{kT_c}=\frac{E}{kT_h}\quad\Rightarrow\quad \mu_{oc}=E\left(1-\frac{T_c}{T_h}\right)=\eta_CE.$$

So $\eta\to\eta_C$ at open circuit, where the power per bandwidth $P/\Delta=AE^2\mu f$ is zero. Beyond open circuit $N<0$: the cell consumes electrical power and no longer generates.

Take round model parameters: $T_h=1500$ K, $T_c=300$ K, $E_g=0.6$ eV. Then $\eta_C=1-300/1500=0.8$, and a line at the gap has an open-circuit voltage of $0.8\times0.6=0.48$ V.

**Q.** That shows zero power at one point. Perhaps the power stays large until just before it, or a cleverly chosen line energy avoids the loss.

**A.** A bound excludes both. Differentiating the Bose function gives

$$n'=-\frac{e^x}{(e^x-1)^2}=-n(n+1),\qquad n''=n(n+1)(2n+1)>0.$$

A convex function lies above its tangent. Taking the tangent at $x_h$ and writing $n_h=n(x_h)$,

$$n(x_c)\ge n_h-n_h(n_h+1)(x_c-x_h),$$

so that $f\le n_h(n_h+1)(x_c-x_h)$. The argument difference follows from $1/T_h=(1-\eta_C)/T_c$:

$$x_c-x_h=\frac{E-\mu-(1-\eta_C)E}{kT_c}=\frac{\eta_CE-\mu}{kT_c}.$$

For a narrow line $\mu=\eta E$, and this difference is $E(\eta_C-\eta)/kT_c$. Inserting it in $P/\Delta=AE^2(\eta E)f$ gives

$$\frac P\Delta\le B\,\eta(\eta_C-\eta),\qquad B=\frac{AE^4n_h(n_h+1)}{kT_c}.$$

The power lies below this curve, which goes to zero in proportion to $\eta_C-\eta$ as Carnot efficiency is approached. Near open circuit the tangent becomes accurate and the bound becomes the leading-order law.

Tuning $E$ does not help. At fixed temperatures $B$ is bounded: for small $E$, $n_h\approx kT_h/E$ makes $B$ proportional to $E^2$, while for large $E$ the factor $e^{-E/kT_h}$ suppresses it. A larger device gives more total power, but the power density still vanishes.

**Q.** How severe is this in your example?

**A.** At the gap $x_h=600/129.26=4.64$ and $n_h=0.00973$, which gives $B=7802$ W/m² per meV. At a deficit $\eta_C-\eta=0.008$ the bound is $7802\times0.792\times0.008=49.4$ W/m² per meV; the actual power is 45.0. At a deficit of 0.0008 the bound is 4.99 and the power 4.94. A tenfold smaller deficit has cost a factor of 9.1 in power.

At a deficit of 0.08 the bound is $7802\times0.72\times0.08=449$, far above the actual 202.6. There the tangent is a poor approximation to $n$, though still a valid bound.

**Q.** Where is the maximum power, then?

**A.** If all occupations are small, $n(x)\approx e^{-x}$, the Wien limit. With $v=\mu/kT_c$, the power is proportional to

$$v\left(e^{-E/kT_h}-e^{-E/kT_c}e^v\right).$$

Setting its derivative to zero and dividing by $e^{-E/kT_c}$ gives

$$(1+v)e^v=e^{E/kT_c-E/kT_h}=e^{v_{oc}},\qquad v_{oc}=\frac{\eta_CE}{kT_c}.$$

Multiply by $e$ to obtain $(1+v)e^{1+v}=e^{1+v_{oc}}$. The Lambert function $W$ is defined by $We^W=z$, hence

$$\mu_{mp}=kT_c\left[W\!\left(e^{1+v_{oc}}\right)-1\right].$$

For positive $v$ the left side grows steadily, so there is one solution. Here $v_{oc}=480/25.85=18.6$ and the formula gives 0.4071 V. Maximizing with the full Bose functions gives 0.4074 V, a power of 212.6 W/m² per meV and an efficiency of $0.4074/0.6=0.679$.

The summit is broad: moving to $\eta=0.72$ keeps 95.3 % of the maximum power. At $\eta=0.792$, one per cent below Carnot in relative terms, 21.2 % remains.

**Q.** Carnot efficiency implies a reversible limit, but absorption of light seems irreversible. Where has the entropy gone?

**A.** Absorption and emission can balance, and then no entropy is made. The emitter's reservoir loses $Q$ at $T_h$, and the cell's reservoir receives the remaining heat $Q-P$ at $T_c$. The entropy production rate is therefore

$$\sigma=\frac{Q-P}{T_c}-\frac{Q}{T_h}.$$

Multiplying by $T_c/Q$, for $Q>0$, gives

$$\frac{T_c\sigma}{Q}=1-\eta-\frac{T_c}{T_h}=\eta_C-\eta.$$

Since $Q-P=A\int E^2(E-\mu)f\,dE$, one also has

$$\sigma=kA\int E^2f\,(x_c-x_h)\,dE\ge0.$$

The sign follows because $f$ is positive precisely when $x_c>x_h$.

The production can be located. A radiation mode has entropy $s(n)=k[(1+n)\ln(1+n)-n\ln n]$, with $s'(n)=k\ln[(1+n)/n]=kx$ and $s''(n)=-k/[n(n+1)]<0$. With $n_c=n(x_c)$, the emitter and the cell produce, per mode,

$$s(n_h)-s(n_c)-kx_hf\quad\text{and}\quad kx_cf-[s(n_h)-s(n_c)].$$

A concave function lies below its tangents. The tangent at $n_h$ makes the first expression non-negative, and the tangent at $n_c$ does the same for the second. Both surfaces are irreversible because each absorbs radiation that does not match its own emission.

For a 10 meV band at 0.45 V, the emitter makes 0.177 and the cell 0.274 W/(m² K), while the heat drawn is 2403 W/m². The predicted deficit is $300\times(0.177+0.274)/2403=0.056$, in agreement with $0.8-0.744$.

**Q.** That band has a finite width. Why not use it at open circuit and have Carnot efficiency with a real emitter?

**A.** Because one voltage cannot balance every colour. The difference $x_c-x_h=(\eta_CE-\mu)/kT_c$ vanishes at a single energy, $E_*=\mu/\eta_C$. Above it, photons flow from emitter to cell; below it, they flow back. The product $(E-E_*)f$ is thus positive except at $E_*$, and

$$Q-E_*N=A\int E^2(E-E_*)f\,dE>0.$$

While the cell generates, $N>0$, so $Q>E_*N>0$ and

$$\eta=\frac{\mu N}{Q}<\frac{\mu}{E_*}=\eta_C.$$

At open circuit $N=0$ but $Q>0$: equal numbers of photons cross each way, the hot ones carrying more energy. Heat flows, no work is done, and the efficiency is *zero*. A finite band therefore has its best efficiency before open circuit, strictly below Carnot.

The requirement $\mu<E_g$ does not limit the width of a band that starts at the gap. As $\mu\to E_g$, the cell's emission $A\int E^2n(x_c)\,dE$ over the band grows without bound, logarithmically in $E_g-\mu$. So $N$ turns negative first, and open circuit lies below $E_g$ for any $\Delta$.

**Q.** How far below Carnot? If the loss is tiny, I will not worry about it.

**A.** For a narrow band it is proportional to the width. Let $\bar E=E_g+\Delta/2$ be the mean energy, $E=\bar E+\varepsilon$, and $u=\eta_C\bar E-\mu$ the distance from the balance voltage of the band centre. Then $x_c-x_h=(u+\eta_C\varepsilon)/kT_c$.

Assume $\Delta$ and $u$ are comparable, and both much smaller than $kT_c$ and $\bar E$. To leading order $f$ is $n_h(n_h+1)(x_c-x_h)$, and its slowly varying prefactor may be taken at $\bar E$:

$$AE^2f\approx w(u+\eta_C\varepsilon),\qquad w=\frac{A\bar E^2n_h(n_h+1)}{kT_c}.$$

Integrate from $-\Delta/2$ to $\Delta/2$. Odd powers of $\varepsilon$ vanish and $\int\varepsilon^2d\varepsilon=\Delta^3/12$, so

$$N\approx wu\Delta,\qquad Q=\bar EN+\int\varepsilon AE^2f\,d\varepsilon\approx\bar EN+\frac{w\eta_C\Delta^3}{12}.$$

Since $\mu/\bar E=\eta_C-u/\bar E$, the efficiency is

$$\eta\approx\frac{\eta_C-u/\bar E}{1+\eta_C\Delta^2/(12\bar Eu)}\approx\eta_C-\frac{u}{\bar E}-\frac{\eta_C^2\Delta^2}{12\bar Eu}.$$

The second form keeps first order in $\Delta/\bar E$. The term in $u$ is the cost of driving a current; the term in $1/u$ is the cost of the spread in energy. Near balance, with $u$ of order $\Delta$, the net flow is stronger at the upper end of the band, so a net photon carries on average more heat than $\bar E$, while it still delivers only $\mu$ of work. The sum of the two costs is smallest when

$$1-\frac{\eta_C^2\Delta^2}{12u^2}=0\quad\Rightarrow\quad u=\frac{\eta_C\Delta}{\sqrt{12}}.$$

The two costs are then equal, and the total deficit is $2u/\bar E$. Hence

$$1-\frac{\eta_{max}}{\eta_C}\approx\frac{\Delta}{\sqrt3\,\bar E}.$$

At this order the temperatures have dropped out of the relative loss.

**Q.** Does that survive a calculation without the expansion?

**A.** For $\Delta=10$ meV the estimate is $10/(1.732\times605)=0.00954$. Direct integration and maximization give 0.00949, or $\eta_{max}=0.7924$. At 0.1 meV the two values, $9.622\times10^{-5}$ and $9.621\times10^{-5}$, nearly coincide.

The best voltage should be $484-0.8\times10/3.464=481.7$ meV divided by $q$; the calculation gives 481.6 mV. The power there is 223.9 W/m², against a maximum of 2098 W/m² for the same band, or 10.7 %.

At open circuit the remaining heat is $w\eta_C\Delta^3/12$. Evaluating $w=B/E^2$ at the gap gives $7802\times0.8\times10^3/(12\times600^2)=1.44$ W/m²; the calculated value is 1.41.

**Q.** You have two knobs, width and voltage. For a prescribed efficiency just below Carnot, could I widen the band and recover the power?

**A.** Only up to a point, because width itself costs efficiency. Let the band start at $E_g$, prescribe the deficit $\delta=\eta_C-\eta$, and put $D=\delta E_g$. To leading order $\bar E$ may be replaced by $E_g$, and the previous result reads

$$D=u+\frac{\eta_C^2\Delta^2}{12u}\quad\Rightarrow\quad\Delta^2=\frac{12u(D-u)}{\eta_C^2}.$$

Thus $u$ and $\Delta$ are both at most of order $D$, consistent with the expansion. The power is $P=\mu N\approx\eta_CE_gwu\Delta$, so we maximize

$$(u\Delta)^2=\frac{12}{\eta_C^2}u^3(D-u).$$

Its derivative is proportional to $3u^2(D-u)-u^3=u^2(3D-4u)$, which vanishes at $u=3D/4$. Substitution gives

$$\Delta=\frac{3D}{2\eta_C},\qquad u\Delta=\frac{9D^2}{8\eta_C}.$$

With $wE_g^2=B$ evaluated at the gap, the greatest power is

$$P_{max}\approx\eta_CE_gw\,\frac{9D^2}{8\eta_C}=\frac98\,BE_g\,\delta^2.$$

At fixed narrow-line bandwidth the power fell linearly with the deficit. Here the permitted bandwidth shrinks as well, which supplies the second factor of $\delta$. This is a result for a single band beginning at the gap, at small $\delta$.

For $\delta=0.001$ it gives $1.125\times7802\times600\times10^{-6}=5.27$ W/m² and a width of $1.5\times0.6/0.8=1.125$ meV. Numerical optimization gives 5.22 W/m² and 1.129 meV. For $\delta=0.01$ the formula gives 527 W/m² against 482 W/m², an overestimate of 9 % relative to the numerical optimum.

**Q.** Your example line sits at the band edge. I do not see where you used that.

**A.** The monochromatic argument did not use it. With all off-line luminescence returned, a line at $E_0>E_g$ also has $\eta=\mu/E_0$ and $\mu_{oc}=\eta_CE_0$. The condition is $\eta_CE_0<E_g$, so that the cell stays below the threshold for gain; here $E_0<0.75$ eV. A line at 0.7 eV has an open-circuit voltage of 0.56 V, hence the same limiting efficiency, $0.56/0.7=0.8$.

**Q.** So the edge is irrelevant?

**A.** Not when the mirror is imperfect. Suppose instead that the emitter is transparent outside its band, so that the cell exchanges off-line light with surroundings at $T_c$. The net photon loss is

$$L=A\int_{\rm off}E^2\left[n\!\left(\frac{E-\mu}{kT_c}\right)-n\!\left(\frac{E}{kT_c}\right)\right]dE,$$

where the integral covers energies above the gap but outside the band. It is positive for any $\mu>0$. The current becomes $q(N-L)$, and for a narrow line

$$\eta=\frac{\mu}{E}\left(1-\frac LN\right).$$

As $\mu$ approaches $\eta_CE$, $N$ vanishes but $L$ does not. The current therefore stops at a lower voltage, and the Carnot limit is lost even for a line at the edge.

With a 10 meV band at 0.6 eV, the best efficiency drops from 0.792 to 0.604. With the band moved to 0.7 eV it is 0.491, although the same band reaches 0.793 when the luminescence is returned. Most of the difference between the two bands comes from the factor $\mu/E$: at equal voltage it is lower for the upper band by $605/705=0.86$. The voltage cannot rise with the line energy to compensate, because it is limited by the escaping light, which the cell emits mostly within a few $kT_c$ of the gap. At equal voltage, in the range where both cells generate, the upper band also has a smaller $N$, since the emitter sends fewer photons at 0.7 eV, and a larger $L$, since the light emitted just above the gap now lies outside the band and escapes.

**Q.** Then I should at least make the line at the edge as narrow as possible.

**A.** With escaping light, narrowing an already narrow band makes matters worse. At a given voltage $N$ shrinks roughly in proportion to $\Delta$, while $L$ does not shrink; it even grows somewhat, since less of the cell's emission falls inside the band. Narrowing the band at 0.6 eV from 10 to 1 meV lowers the best efficiency from 0.604 to 0.505. Non-radiative recombination acts in the same way: a loss rate $R(\mu)>0$ that does not shrink with the line replaces $L$ by $L+R$. Narrowing toward Carnot efficiency works when such fixed losses are absent.

**Q.** What, precisely, may I claim?

**A.** In this far-field model, with fixed unequal temperatures and no parasitic loss, a narrow line at an energy $E\ge E_g$ with $\eta_CE<E_g$ tends to Carnot efficiency at open circuit, where its power per bandwidth vanishes. The order of limits matters: taking the width to zero first and then going to open circuit gives Carnot efficiency, while going to open circuit at fixed width gives zero efficiency. The numerical output follows.

## Values computed for the example and the checks

```
Emitter temperature: 1500 K
Cell temperature: 300 K
Gap: 0.600 eV
Thermal energy of emitter: 129.260 meV
Thermal energy of cell: 25.852 meV
Carnot efficiency: 0.8000
Full blackbody emission: 2.8706e+05 W/m^2
Open-circuit voltage, line at 0.6 eV: 0.48000 V
Open-circuit voltage, line at 0.7 eV: 0.56000 V
Emitter occupation at the gap: 0.009734
Bound coefficient: 7802.4 W/m^2 per meV
Maximum-power voltage, Bose: 0.40735 V
Maximum-power voltage, Wien formula: 0.40714 V
Efficiency at maximum power: 0.6789
Maximum line power: 212.6 W/m^2 per meV
Line, deficit 0.0800: 202.6 W/m^2 per meV, 95.3 % of maximum
Line, deficit 0.0080: 45.04 W/m^2 per meV, 21.2 % of maximum
Line, deficit 0.0008: 4.942 W/m^2 per meV, 2.32 % of maximum
Band width of example: 10.0 meV
Band at 0.45 V, power: 1787.4 W/m^2
Band at 0.45 V, heat drawn: 2403.3 W/m^2
Band at 0.45 V, efficiency: 0.74373
Entropy made at emitter: 0.1766 W/(m^2 K)
Entropy made at cell: 0.2742 W/(m^2 K)
Band open-circuit voltage: 0.48386 V
Band heat drawn at open circuit: 1.409 W/m^2
Band best-efficiency voltage: 0.48157 V
Band best efficiency: 0.79241
Band power there: 223.9 W/m^2
Band maximum power: 2098.2 W/m^2
Width 10.0 meV, relative loss: 9.4920e-03, law 9.5430e-03
Width 1.0 meV, relative loss: 9.6098e-04, law 9.6145e-04
Width 0.1 meV, relative loss: 9.6212e-05, law 9.6217e-05
Free width, deficit 0.0100: 482 W/m^2, law 526.7 W/m^2
  best width 11.62 meV, law 11.25 meV
Free width, deficit 0.0010: 5.22 W/m^2, law 5.267 W/m^2
  best width 1.129 meV, law 1.125 meV
Free width, deficit 0.0001: 0.05262 W/m^2, law 0.05267 W/m^2
  best width 0.1125 meV, law 0.1125 meV
Escape, 10 meV band at 0.6 eV, best efficiency: 0.6039
Escape, 10 meV band at 0.7 eV, best efficiency: 0.4910
Escape, 1 meV band at 0.6 eV, best efficiency: 0.5049
Returned, 10 meV band at 0.7 eV, best: 0.79348
```
